**Shape dependence of the G = 0 shielding in finite model crystals**

The program tests that the induced field deep inside an ellipsoidal crystal is the sum over nonzero reciprocal lattice vectors plus $4\pi(1-N)\mathbf M$, where $\mathbf M$ is the induced moment per volume and $N$ the demagnetizing factor. For a sphere this gives the shielding $-(2/3)4\pi\chi$, with $\chi$ the Gaussian volume susceptibility. It asserts that surface-current integration reproduces the uniform-body field at central and off-centre points of three spheroids, for two directions of magnetization. It also asserts the needle and plate limits and, by symbolic boundary matching, the finite-$\chi$ result for a sphere. Cell-by-cell sums over finite crystals of three shapes must agree with the reciprocal sum plus the shape term, also when each cell contains extra clouds of opposite moments. A last assertion confirms that a compact cloud at a cubic site of a spherical sample receives no net field from the other sites. For $\chi=-10^{-6}$ the output shows a G = 0 shielding of 8.38 ppm for a sphere, 12.57 ppm for a needle along the field and zero for a plate normal to it. The finite-crystal sums differ from the prediction by at most about 0.002 ppm.

## Check in Python

```python
# Result under test (Gaussian units): deep inside an ellipsoidal crystal
#   B_induced(r) = sum over G != 0 of B(G) exp(iG.r) + 4 pi (1 - N) M,
# so the G = 0 shielding is -4 pi (1 - N) chi, and -(2/3) 4 pi chi for a sphere.
# M: induced moment per volume; chi: volume susceptibility, M = chi H;
# N: demagnetizing factor along the field; shielding sigma = -B_induced/B_ext.
# Model: simple cubic lattice, lattice constant 1, Gaussian magnetization clouds.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import erf

PI = np.pi
WIDTH = 0.1
CHI = -1.0e-6
B_EXT = 1.0e5
Z = np.array([0.0, 0.0, 1.0])
X = np.array([1.0, 0.0, 0.0])


def demag_z(aspect):
    """N along the symmetry axis of a spheroid, aspect = c/a."""
    def integrand(u):
        return u**2 / (u**2 + aspect**2 * (1 - u**2))
    edge = [0.001, 0.01, 0.1, 0.9, 0.99, 0.9999]
    return quad(integrand, 0, 1, points=edge, limit=300)[0]


def cloud_field(d, moment):
    """Total real-space field of Gaussian clouds at displacements d."""
    r = np.sqrt(np.sum(d**2, axis=1))
    safe = np.maximum(r, 1e-3)
    unit = d / safe[:, None]
    g = np.exp(-r**2 / (2 * WIDTH**2)) / ((2 * PI)**1.5 * WIDTH**3)
    enclosed = erf(safe / (np.sqrt(2) * WIDTH)) - safe * np.sqrt(2 / PI) \
        / WIDTH * np.exp(-safe**2 / (2 * WIDTH**2))
    q = np.where(r > 1e-3, enclosed / safe**3, 4 * PI * g / 3)
    along = (unit @ moment)[:, None] * unit
    field = q[:, None] * (3 * along - moment)
    field += 4 * PI * g[:, None] * (moment - along)
    return field.sum(axis=0)


def crystal(a, c):
    """Lattice points inside a spheroid with semi-axes a, a, c."""
    n, k = int(a) + 1, int(c) + 1
    grid = np.mgrid[-n:n + 1, -n:n + 1, -k:k + 1].reshape(3, -1).T
    inside = (grid[:, 0]**2 + grid[:, 1]**2) / a**2 + grid[:, 2]**2 / c**2 <= 1
    return grid[inside].astype(float)


def finite_sum(lattice, cell, probe):
    return sum(cloud_field(probe - lattice - pos, mom) for pos, mom in cell)


def reciprocal_sum(cell, probe, nmax=13):
    """Field of the periodic current without G = 0, from i G x j / G^2."""
    n = np.mgrid[-nmax:nmax + 1, -nmax:nmax + 1, -nmax:nmax + 1]
    n = n.reshape(3, -1).T
    G = 2 * PI * n[np.any(n != 0, axis=1)]
    G2 = np.sum(G**2, axis=1)
    mG = sum(np.exp(-1j * (G @ pos))[:, None] * mom for pos, mom in cell)
    mG = mG * np.exp(-G2 * WIDTH**2 / 2)[:, None]
    current_over_c = 1j * np.cross(G, mG)
    BG = 4 * PI * 1j * np.cross(G, current_over_c) / G2[:, None]
    return np.real(np.exp(1j * (G @ probe)) @ BG)


def surface_current_field(a, c, M, point, n=240):
    """Biot-Savart field of the surface current c M x n on a spheroid."""
    u, w = np.polynomial.legendre.leggauss(n)
    phi = 2 * PI * np.arange(n) / n
    U, P = np.meshgrid(u, phi, indexing="ij")
    S = np.sqrt(1 - U**2)
    pos = np.stack([a * S * np.cos(P), a * S * np.sin(P), c * U], axis=-1)
    area = np.stack([a * c * S * np.cos(P), a * c * S * np.sin(P),
                     a * a * U], axis=-1)
    d = point - pos
    dist3 = np.sum(d**2, axis=-1)**1.5
    f = np.cross(np.cross(M, area), d) / dist3[..., None]
    return np.einsum("i,ijk->k", w, f) * 2 * PI / n


# Uniformly magnetized bodies: off-centre fields, two magnetization directions.
worst_surface = 0.0
for aspect in (1.0, 2.0, 0.5):
    Nz = demag_z(aspect)
    Nx = (1 - Nz) / 2
    for frac in (np.zeros(3), np.array([0.3, 0.2, 0.25])):
        point = frac * np.array([1, 1, aspect])
        for M, N in ((Z, Nz), (X, Nx)):
            B = surface_current_field(1.0, aspect, M, point)
            err = np.max(np.abs(B - 4 * PI * (1 - N) * M))
            worst_surface = max(worst_surface, err)
assert worst_surface < 1e-7
assert abs(demag_z(1.0) - 1 / 3) < 1e-10
assert demag_z(1e3) < 1e-4 and abs(demag_z(1e-3) - 1) < 3e-3

# Sphere of finite susceptibility: match potential and normal B at the surface.
chi, H, p = sp.symbols("chi H p")
mu = 1 + 4 * sp.pi * chi
match = sp.solve([-H + 1 - p, mu * H - 1 - 2 * p], [H, p], dict=True)[0]
induced = sp.simplify(mu * match[H] - 1)
third = sp.Rational(1, 3)
feedback = 4 * sp.pi * (1 - third) * chi / (1 + 4 * sp.pi * third * chi)
assert sp.simplify(induced - feedback) == 0
slope = sp.diff(induced, chi).subs(chi, 0)
assert sp.simplify(slope - sp.Rational(2, 3) * 4 * sp.pi) == 0

# Finite crystals, summed cell by cell, against reciprocal sum plus shape term.
origin = np.zeros(3)
simple_cell = [(origin, Z)]
rich_cell = [(origin, Z), (np.array([0.3, 0.1, 0.2]), 0.5 * X),
             (np.array([-0.2, 0.3, 0.1]), -0.5 * X)]
site, edge_mid = origin, np.array([0.0, 0.0, 0.5])
generic = np.array([0.4, 0.15, 0.35])
to_ppm = -CHI * 1e6
shapes = [("sphere", 40.3, 40.3), ("prolate c/a=2", 30.3, 60.6),
          ("oblate c/a=1/2", 50.3, 25.15)]
periodic = {"site": reciprocal_sum(simple_cell, site),
            "edge": reciprocal_sum(simple_cell, edge_mid)}
periodic_rich = reciprocal_sum(rich_cell, generic)
rows, worst_lattice, worst_rich = [], 0.0, 0.0
for name, a, c in shapes:
    lattice = crystal(a, c)
    N = demag_z(c / a)
    shape_term = 4 * PI * (1 - N) * Z
    for label, probe in (("site", site), ("edge", edge_mid)):
        direct = finite_sum(lattice, simple_cell, probe)
        predicted = periodic[label] + shape_term
        err = np.max(np.abs(direct - predicted))
        worst_lattice = max(worst_lattice, err)
        rows.append((name, len(lattice), N, label, direct[2], predicted[2]))
    direct = finite_sum(lattice, rich_cell, generic)
    err = np.max(np.abs(direct - periodic_rich - shape_term))
    worst_rich = max(worst_rich, err)
# The stepped surface of a finite lattice limits the agreement; the shape
# terms compared here differ from one another by more than 2 in these units.
assert worst_lattice < 0.05 and worst_rich < 0.05

# Compact cloud at a cubic site of a sphere: the other sites give no field.
own = cloud_field(np.zeros((1, 3)), Z)[2]
sphere_total = periodic["site"][2] + 8 * PI / 3
assert abs(own - sphere_total) < 1e-6

sigma_sphere = -float(slope) * CHI * 1e6
exact_sphere = -float(induced.subs(chi, CHI)) * 1e6
print(f"volume susceptibility chi (Gaussian) = {CHI:.3e}")
print(f"same susceptibility in SI, 4 pi chi = {4*PI*CHI:.4e}")
print(f"external field = {B_EXT:.3e} gauss")
print(f"magnetization chi*B_ext = {CHI*B_EXT:.4f} gauss")
print(f"lattice constant = 1, cloud width = {WIDTH} lattice constants")
print(f"sphere: G=0 induced field = {-sigma_sphere*1e-6*B_EXT:.4f} gauss")
print(f"sphere: G=0 shielding, first order = {sigma_sphere:.4f} ppm")
print(f"sphere: relative finite-chi change = {exact_sphere/sigma_sphere-1:.3e}")
print("G=0 shielding by shape (N along the field):")
for name, N in (("needle along field", 0.0), ("prolate c/a=2", demag_z(2.0)),
                ("sphere", demag_z(1.0)), ("cylinder across field", 0.5),
                ("oblate c/a=1/2", demag_z(0.5)), ("plate normal to field", 1.0)):
    print(f"  {name}: N = {N:.4f}, sigma = {4*PI*(1-N)*to_ppm:.4f} ppm")
print("G!=0 shielding, common to all shapes:")
for label in ("site", "edge"):
    print(f"  {label}: {periodic[label][2]*to_ppm:.4f} ppm")
print("total shielding, finite crystal sum / reciprocal sum + shape term:")
for name, count, N, label, direct, predicted in rows:
    print(f"  {name}, {count} cells, {label}: "
          f"{direct*to_ppm:.3f} / {predicted*to_ppm:.3f} ppm")
print(f"largest difference, simple cell = {worst_lattice*to_ppm:.1e} ppm")
print(f"largest difference, cell with extra clouds = {worst_rich*to_ppm:.1e} ppm")
print(f"largest surface-current error in B/M = {worst_surface:.1e}")
print(f"own field of one cloud at its centre = {own*to_ppm:.4f} ppm")
print(f"sphere, G!=0 plus G=0 at the site = {sphere_total*to_ppm:.4f} ppm")
print("all tests passed")
```

Printed output:

```
volume susceptibility chi (Gaussian) = -1.000e-06
same susceptibility in SI, 4 pi chi = -1.2566e-05
external field = 1.000e+05 gauss
magnetization chi*B_ext = -0.1000 gauss
lattice constant = 1, cloud width = 0.1 lattice constants
sphere: G=0 induced field = -0.8378 gauss
sphere: G=0 shielding, first order = 8.3776 ppm
sphere: relative finite-chi change = 4.189e-06
G=0 shielding by shape (N along the field):
  needle along field: N = 0.0000, sigma = 12.5664 ppm
  prolate c/a=2: N = 0.1736, sigma = 10.3853 ppm
  sphere: N = 0.3333, sigma = 8.3776 ppm
  cylinder across field: N = 0.5000, sigma = 6.2832 ppm
  oblate c/a=1/2: N = 0.5272, sigma = 5.9414 ppm
  plate normal to field: N = 1.0000, sigma = 0.0000 ppm
G!=0 shielding, common to all shapes:
  site: 523.5455 ppm
  edge: 21.7040 ppm
total shielding, finite crystal sum / reciprocal sum + shape term:
  sphere, 273977 cells, site: 531.923 / 531.923 ppm
  sphere, 273977 cells, edge: 30.082 / 30.082 ppm
  prolate c/a=2, 233133 cells, site: 533.930 / 533.931 ppm
  prolate c/a=2, 233133 cells, edge: 32.088 / 32.089 ppm
  oblate c/a=1/2, 266727 cells, site: 529.485 / 529.487 ppm
  oblate c/a=1/2, 266727 cells, edge: 27.644 / 27.645 ppm
largest difference, simple cell = 1.8e-03 ppm
largest difference, cell with extra clouds = 1.8e-03 ppm
largest surface-current error in B/M = 1.8e-12
own field of one cloud at its centre = 531.9230 ppm
sphere, G!=0 plus G=0 at the site = 531.9230 ppm
all tests passed
```
